**Capture areas, memory and the point-island size distribution**

The program tests why a single capture number fails for the sizes of point islands. Here $R=D/F$ is the ratio of hop rate to flux, $\theta$ the coverage, $N$ the island density, $s$ the island size, $S$ its mean, and $\Lambda$ the expected number of captures since birth. It integrates the mean-field rate equations and asserts agreement with the scaling law $P(s>uS)=(1-2u/3)^{1/2}$ within stated tolerances. It then runs a kinetic Monte Carlo simulation, computes capture areas from the diffusion field, and asserts that they conserve total area and forecast later growth. Further assertions require that equal shares and permuted areas be rejected at the 99 percent chance level, while persistent areas are not. The output shows size variance about the mean-field expectation at 2.0 times the Poisson value, and at 0.94 times that value about the expectation from capture areas. Size and capture area are clearly correlated, also after the effect of age is removed, whereas age and capture area are only weakly correlated. The results come from one run with 1377 islands, of which 16 exceed twice the mean size.

## Program and output

```python
"""Point islands: equal capture numbers fail for the island-size distribution.

Result under test: a mean-field theory with one capture number for all islands
misses the size distribution because capture areas differ AND persist in time.
Areas computed from island positions restore the distribution; permuting the
same areas among islands removes most of the effect.

Symbols: R = D/F (D = hop rate to each neighbour, F = flux per site),
theta = deposited atoms per site, N = islands per site, s = atoms in an island,
S = mean s, u = s/S, A = capture area in sites, sigma = capture number.
Lambda = expected number of captures since birth. Lattice constant = 1.
"""
import random
import numpy as np
from scipy.integrate import solve_ivp
from scipy.spatial import cKDTree
from scipy.stats import poisson

L = 384
M = L * L
R = 5.0e5
THETA = 0.3
K = 12


def grow(targets, seed):
    """Continuous-time Monte Carlo; returns snapshots and birth records."""
    rnd = random.Random(seed).random
    site = [0] * M              # 0 empty, -1 monomer, k > 0 island number k
    pos, size, where = [], [], []
    birth_captures, birth_clock, snaps = [], [], []
    n = deposited = captures = 0
    clock = 0.0                 # sum of 1/(number of islands) over captures
    weight = M / R
    step = (1, -1, L, -L)
    for target in targets:
        start, monomer_sum = deposited, 0
        while deposited < target:
            j = int(rnd() * (4 * n + weight))
            if j < 4 * n:
                k = j >> 2
                old = pos[k]
                new = (old + step[j & 3]) % M
                there = site[new]
                site[old] = 0
                if there == 0:
                    site[new] = -1
                    pos[k] = new
                    continue
                pos[k] = pos[-1]
                pos.pop()
                n -= 1
            else:
                deposited += 1
                monomer_sum += n
                new = int(rnd() * M)
                there = site[new]
                if there == 0:
                    site[new] = -1
                    pos.append(new)
                    n += 1
                    continue
            if there > 0:
                size[there - 1] += 1
                captures += 1
                clock += 1.0 / len(size)
            else:
                pos.remove(new)
                n -= 1
                size.append(2)
                where.append(new)
                site[new] = len(size)
                birth_captures.append(captures)
                birth_clock.append(clock)
        snaps.append(dict(count=len(size), captures=captures,
                          size=np.array(size), monomers=n,
                          mean_monomers=monomer_sum / (target - start)))
    return (snaps, np.array(where), np.array(birth_captures),
            clock - np.array(birth_clock))


def capture_areas(sites):
    """Solve -Laplace(phi) = 1 with phi = 0 on islands by conjugate gradients."""
    free = np.ones(M)
    free[sites] = 0.0

    def neighbours(v):
        return np.roll(v, 1) + np.roll(v, -1) + np.roll(v, L) + np.roll(v, -L)

    phi = np.zeros(M)
    res = free.copy()
    direction = res.copy()
    rr = res @ res
    for _ in range(3000):
        image = free * (4 * direction - neighbours(direction))
        alpha = rr / (direction @ image)
        phi += alpha * direction
        res -= alpha * image
        new_rr = res @ res
        if new_rr < 1e-10 * M:
            break
        direction = res + (new_rr / rr) * direction
        rr = new_rr
    return 1.0 + neighbours(phi)[sites], phi.mean()


def mean_field_hierarchy(r_sigma, theta_end, s_max):
    """Full rate equations; clock x obeys dx = R sigma n1 dtheta."""
    def rhs(x, y):
        out = np.empty_like(y)
        n1 = y[2]
        out[0] = 1.0 / (r_sigma * n1)
        out[1] = n1
        out[2] = out[0] - 2 * n1 - y[1]
        out[3] = n1 - y[3]
        out[4:] = y[3:-1] - y[4:]
        return out

    def reached(x, y):
        return y[0] - theta_end
    reached.terminal = True
    y0 = np.zeros(s_max + 2)
    y0[0] = y0[2] = 1e-6
    sol = solve_ivp(rhs, (0, 2 * s_max), y0, method="LSODA", events=reached,
                    rtol=1e-7, atol=1e-13, lband=1, uband=2)
    assert sol.status == 1
    return sol.y[:, -1]


# Mean-field scaling law against the integrated hierarchy
rs_test, theta_test, s_max = 1e9, 0.1, 360
y = mean_field_hierarchy(rs_test, theta_test, s_max)
s_axis = np.arange(2, s_max + 1)
dens = y[3:]
prob = dens / dens.sum()
S_ode = prob @ s_axis
var_ode = prob @ (s_axis - S_ode) ** 2 / S_ode ** 2
above = 1 - np.cumsum(prob)
tail_ode = [np.interp(u * S_ode, s_axis + 0.5, above) for u in (0.5, 1.0)]
tail_law = [np.sqrt(1 - 2 * u / 3) for u in (0.5, 1.0)]

# Simulation and capture areas at all snapshots
targets = [round(THETA * M * (k / K) ** 1.5) for k in range(1, K + 1)]
snaps, where, birth_cap, lam_mf = grow(targets, seed=20)
areas, phi_means = [], []
for snap in snaps:
    a, p = capture_areas(where[:snap["count"]])
    areas.append(a)
    phi_means.append(p)

last, prev = snaps[-1], snaps[-2]
size, n_isl = last["size"], last["count"]
N, S = n_isl / M, size.mean()
rel_area = areas[-1] * N

# Expected captures from persistent areas, and from permuted areas
rng = np.random.default_rng(5)
lam_zone, lam_perm = np.zeros(n_isl), np.zeros(n_isl)
n_old = cap_old = 0
for k, snap in enumerate(snaps):
    c = snap["count"]
    share = areas[k] / M
    if k:
        share[:n_old] = 0.5 * (share[:n_old] + areas[k - 1] / M)
    window = snap["captures"] - np.maximum(cap_old, birth_cap[:c])
    lam_zone[:c] += share * window
    mixed = np.concatenate([rng.permutation(share[:n_old]),
                            rng.permutation(share[n_old:])])
    lam_perm[:c] += mixed * window
    n_old, cap_old = c, snap["captures"]

s_grid = np.arange(2, size.max() + 40)
cdf_sim = np.array([(size <= s).mean() for s in s_grid])


def compare(lam):
    """Distance of cdf from simulation, its 99% chance level, share s > 2S.

    The chance level comes from sizes drawn from the theory itself with the
    expected captures of every island (hence its birth) held fixed.
    """
    cdf = poisson.cdf(s_grid[:, None] - 2, lam[None, :]).mean(axis=1)
    chance = []
    for _ in range(1000):
        index = np.minimum(rng.poisson(lam), len(s_grid) - 1)
        drawn = np.bincount(index, minlength=len(s_grid)).cumsum() / n_isl
        chance.append(np.abs(drawn - cdf).max())
    return (np.abs(cdf - cdf_sim).max(), np.quantile(chance, 0.99),
            poisson.sf(np.floor(2 * S) - 2, lam).mean())


ks_mf, level_mf, big_mf = compare(lam_mf)
ks_zone, level_zone, big_zone = compare(lam_zone)
ks_perm, level_perm, big_perm = compare(lam_perm)
big_sim = (size > 2 * S).mean()
big_err = np.sqrt(big_sim / n_isl)

dev = size - 2 - lam_mf
q_mf = (dev ** 2).sum() / lam_mf.sum()
q_zone = ((size - 2 - lam_zone) ** 2).sum() / lam_zone.sum()
extra_zone = ((lam_zone - lam_mf) ** 2).sum() / lam_mf.sum()
extra_perm = ((lam_perm - lam_mf) ** 2).sum() / lam_mf.sum()
var_sim = size.var() / S ** 2
var_mf = (lam_mf.var() + lam_mf.mean()) / (2 + lam_mf.mean()) ** 2

# Later growth against earlier area
growth = size[:prev["count"]] - prev["size"]
forecast = areas[-2] / M * (last["captures"] - prev["captures"])
slope = np.cov(growth, forecast)[0, 1] / forecast.var(ddof=1)

# Geometric free area: sites nearest to each island
sites = np.arange(M)
tree = cKDTree(np.c_[where % L, where // L].astype(float), boxsize=L)
owner = tree.query(np.c_[sites % L, sites // L].astype(float))[1]
voronoi = np.bincount(owner, minlength=n_isl)
corr_vor = np.corrcoef(voronoi, areas[-1])[0, 1]
corr_size = np.corrcoef(size, areas[-1])[0, 1]
corr_fixed_age = np.corrcoef(dev, areas[-1])[0, 1]
corr_age_size = np.corrcoef(lam_mf, size)[0, 1]
corr_age_area = np.corrcoef(lam_mf, areas[-1])[0, 1]
corr_err = 1 / np.sqrt(n_isl)

sigma = (1 / N - 1) / phi_means[-1]
N_mf = (3 * THETA / (R * sigma)) ** (1 / 3)
mono_field = 0.5 * (phi_means[-1] + phi_means[-2]) * M / R
third = n_isl // 3


def mean_err(v):
    return f"{v.mean():.3f} +- {v.std(ddof=1) / np.sqrt(len(v)):.3f}"


print("Rate-equation check: R*sigma =", f"{rs_test:.0e}, theta = {theta_test}")
print(f"  mean size S = {S_ode:.1f} atoms, variance of u = {var_ode:.4f}")
for u, a, b in zip((0.5, 1.0), tail_ode, tail_law):
    print(f"  P(U>{u}): integrated {a:.4f}, scaling law {b:.4f}")
print(f"Simulation: {L} x {L} sites, D/F = {R:.1e}, theta = {THETA} ML")
print(f"  islands = {n_isl}, N = {N:.5f} per site, S = {S:.2f} atoms")
print(f"  largest island = {size.max()} atoms")
print(f"  mean capture number sigma = {sigma:.3f}")
print(f"  mean-field N from (3 theta/(R sigma))^(1/3) = {N_mf:.5f} per site")
print(f"  free monomers, last interval: simulated {last['mean_monomers']:.2f},"
      f" field {mono_field:.2f}")
print(f"  relative variance of capture areas = {rel_area.var():.4f}")
print(f"  variance of u: simulation {var_sim:.4f}, mean field {var_mf:.4f}")
print(f"  slope of later growth against area forecast = {slope:.3f}")
print(f"Correlation coefficients (standard error if none: {corr_err:.3f})")
print(f"  Voronoi area and capture area = {corr_vor:.3f}")
print(f"  age (mean-field Lambda) and size = {corr_age_size:.3f}")
print(f"  age (mean-field Lambda) and capture area = {corr_age_area:.3f}")
print(f"  size and capture area = {corr_size:.3f}")
print(f"  size excess at fixed age and capture area = {corr_fixed_age:.3f}")
print("Capture area / mean area (mean field: 1)")
edges = [0, 0.5, 1.0, 1.5, 2.0, np.inf]
for lo, hi in zip(edges[:-1], edges[1:]):
    sel = (size / S >= lo) & (size / S < hi)
    print(f"  {lo} <= u < {hi}: {mean_err(rel_area[sel])} ({sel.sum()} islands)")
print(f"  oldest third: {mean_err(rel_area[:third])}")
print(f"  youngest third: {mean_err(rel_area[-third:])}")
print(f"  born in last interval: {mean_err(rel_area[prev['count']:])}")
print("Size variance about expected size / Poisson variance")
print(f"  about mean-field expectation = {q_mf:.3f}")
print(f"  about capture-area expectation = {q_zone:.3f}")
print(f"  extra variance from persistent areas = {extra_zone:.3f}")
print(f"  extra variance from permuted areas = {extra_perm:.3f}")
print("Largest distance of cumulative distribution from simulation")
print(f"  mean field {ks_mf:.4f} (99% chance level {level_mf:.4f})")
print(f"  areas {ks_zone:.4f} (99% chance level {level_zone:.4f})")
print(f"  permuted areas {ks_perm:.4f} (99% chance level {level_perm:.4f})")
print("Fraction of islands with s > 2S")
print(f"  simulation {big_sim:.4f} +- {big_err:.4f}, mean field {big_mf:.4f}")
print(f"  areas {big_zone:.4f}, permuted areas {big_perm:.4f}")

# Scaling law: finite S adds Poisson width 1/S and the offset of two atoms
assert abs(y[2] + dens @ s_axis - theta_test) < 1e-3 * theta_test
assert max(abs(a - b) for a, b in zip(tail_ode, tail_law)) < 0.02
assert abs(var_ode - 1 / S_ode - 0.2) < 0.02
# Conservation of atoms and of total capture area
assert size.sum() + last["monomers"] == targets[-1]
assert all(abs(a.sum() / M - 1) < 1e-4 for a in areas)
# Quasi-steady field; nucleation loss and sampling noise are a few percent
assert abs(last["mean_monomers"] / mono_field - 1) < 0.10
# New islands cut large zones during the interval, which can lower the slope
assert 0.70 < slope < 1.15
assert corr_vor > 0.8
# Mean density is fair although the size distribution is not
assert abs(N_mf / N - 1) < 0.25
# Size and area are correlated, also at fixed age; age and area only weakly
assert corr_size > 0.2 and corr_fixed_age > 0.3
assert 3 * corr_err < corr_age_area < corr_size
small, large = rel_area[size < 0.5 * S], rel_area[size > 1.5 * S]
gap_error = np.sqrt(small.var() / len(small) + large.var() / len(large))
assert large.mean() - small.mean() > 3 * gap_error
# Equal sharing fails; persistent areas account for the excess variance
assert q_mf > 2 and 0.75 < q_zone < 1.4
assert abs(q_mf - 1 - extra_zone) < 0.2 * q_mf
# Equal and permuted shares are rejected, persistent areas are not
assert ks_mf > level_mf
assert ks_perm > level_perm
assert ks_zone < level_zone
assert big_sim > 3 * big_mf
assert abs(big_zone - big_sim) < 4 * big_err
# Same areas without memory lose most of the effect
assert extra_perm < 0.4 * extra_zone
assert big_perm < 0.5 * big_zone
print("all tests passed")
```

It prints:

```
Rate-equation check: R*sigma = 1e+09, theta = 0.1
  mean size S = 150.7 atoms, variance of u = 0.2041
  P(U>0.5): integrated 0.8161, scaling law 0.8165
  P(U>1.0): integrated 0.5706, scaling law 0.5774
Simulation: 384 x 384 sites, D/F = 5.0e+05, theta = 0.3 ML
  islands = 1377, N = 0.00934 per site, S = 32.11 atoms
  largest island = 86 atoms
  mean capture number sigma = 1.882
  mean-field N from (3 theta/(R sigma))^(1/3) = 0.00985 per site
  free monomers, last interval: simulated 16.34, field 17.04
  relative variance of capture areas = 0.0429
  variance of u: simulation 0.2442, mean field 0.2052
  slope of later growth against area forecast = 1.005
Correlation coefficients (standard error if none: 0.027)
  Voronoi area and capture area = 0.925
  age (mean-field Lambda) and size = 0.871
  age (mean-field Lambda) and capture area = 0.106
  size and capture area = 0.382
  size excess at fixed age and capture area = 0.593
Capture area / mean area (mean field: 1)
  0 <= u < 0.5: 0.922 +- 0.011 (281 islands)
  0.5 <= u < 1.0: 0.941 +- 0.010 (402 islands)
  1.0 <= u < 1.5: 1.022 +- 0.008 (471 islands)
  1.5 <= u < 2.0: 1.143 +- 0.013 (207 islands)
  2.0 <= u < inf: 1.359 +- 0.038 (16 islands)
  oldest third: 1.024 +- 0.010
  youngest third: 0.972 +- 0.009
  born in last interval: 1.005 +- 0.031
Size variance about expected size / Poisson variance
  about mean-field expectation = 2.022
  about capture-area expectation = 0.941
  extra variance from persistent areas = 1.078
  extra variance from permuted areas = 0.158
Largest distance of cumulative distribution from simulation
  mean field 0.0437 (99% chance level 0.0280)
  areas 0.0148 (99% chance level 0.0241)
  permuted areas 0.0384 (99% chance level 0.0277)
Fraction of islands with s > 2S
  simulation 0.0116 +- 0.0029, mean field 0.0016
  areas 0.0140, permuted areas 0.0027
all tests passed
```
